**Curvature of the drain current at zero bias for two velocity laws**

The program tests the law $v=\mu E/(1+|E/E_c|^n)^{1/n}$ in a MOS channel of length $L$, with zero-bias conductance $G$, drain bias $V$ and $V_c=E_cL$. It solves the local law for the field $E$ and finds the current $I$ from the condition that $\int du/E$ over the channel potential $u$ equals $L$. It asserts that these currents agree with the integrated formulas, and that $d^2I/dV^2$ jumps by $-4G/V_c$ for $n=1$ but not for $n=2$, with symmetric bias and with the source fixed. For the 180 nm example the computed jump is −9.59 mS/V. Further assertions cover the leading power laws for $n=1.5$ and 3, the third differences, the third harmonics and the reduction of the jump by series resistance. At 10 mV amplitude the third harmonic is 39.7 nA for $n=1$ and 0.50 nA for $n=2$. The sizes printed for the other neglected effects are estimates from rough inputs, not tests.

## Verification by program

```python
# Result under test: a MOS channel with the velocity law
#     v = mu*E / (1 + |E/Ec|^n)^(1/n)
# has, at zero drain bias, a jump -4*G/Vc in d2I/dV2 for n = 1, and a
# smooth current with d3I/dV3 = -3*G/Vc^2 for n = 2 (symmetric bias).
# Symbols: E = du/dx gradient of channel potential u, V = drain minus source,
# G = zero-bias conductance, Ec = vsat/mu, Vc = Ec*length, Q(u) = channel
# charge per area. The reference current is found by solving the local law
# numerically for E(u) and demanding that the integral of du/E be the length.
# All internal quantities are in SI units.
import numpy as np
from scipy.optimize import brentq
from scipy.integrate import quad
from scipy import constants as const

# Rough typical values for a 180 nm class silicon n-channel transistor
length, width, t_ox = 180e-9, 1e-6, 4e-9
mobility, v_sat = 300e-4, 1e5
overdrive, body_factor, temperature = 1.0, 1.2, 300.0
eps_ox = 3.9 * const.epsilon_0
c_ox = eps_ox / t_ox
Ec = v_sat / mobility
Vc = Ec * length
Q0 = c_ox * overdrive
G = width * mobility * Q0 / length
nodes, weights = np.polynomial.legendre.leggauss(16)


def charge(u):
    return c_ox * (overdrive - body_factor * u)


def local_field(current, u, n):
    """Solve width*Q(u)*v(E) = current for E by Newton iteration."""
    target = current / (width * mobility * charge(u))
    E = np.array(target, dtype=float)
    for _ in range(12):
        s = 1 + np.abs(E / Ec) ** n
        E = E - (E * s ** (-1 / n) - target) * s ** (1 / n + 1)
    return E


def channel_current(u_source, u_drain, n):
    V = u_drain - u_source
    if V == 0:
        return 0.0
    u = 0.5 * (u_source + u_drain) + 0.5 * V * nodes

    def length_error(c):
        E = local_field(c * G * V, u, n)
        return 0.5 * V * np.sum(weights / E) / length - 1

    c = brentq(length_error, 0.5, 1.2, xtol=1e-15, rtol=1e-15)
    return c * G * V


def symmetric(n):
    return lambda V: channel_current(-V / 2, V / 2, n)


def grounded(n):
    return lambda V: channel_current(0.0, V, n)


def one_sided_second(f, side, h=1e-3):
    """Second derivative at zero from points on one side only; f(0) = 0."""
    s = side * h
    return (-5 * f(s) + 4 * f(2 * s) - f(3 * s)) / h**2


def central_second(f, V, h):
    return (f(V + h) - 2 * f(V) + f(V - h)) / h**2


def central_third(f, h):
    return (f(2*h) - 2*f(h) + 2*f(-h) - f(-2*h)) / (2 * h**3)


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


print(f"length {length*1e9:.0f} nm, width {width*1e6:.1f} um")
print(f"oxide thickness {t_ox*1e9:.1f} nm, overdrive {overdrive:.2f} V")
print(f"body factor {body_factor:.2f}, temperature {temperature:.0f} K")
print(f"mobility {mobility*1e4:.0f} cm2/Vs, vsat {v_sat*100:.1e} cm/s")
print(f"channel charge Q0 {Q0*100:.3f} uC/cm2")
print(f"critical field Ec {Ec*1e-5:.2f} kV/cm, Vc {Vc:.3f} V")
print(f"zero-bias conductance G {G*1e3:.4f} mS")

# Local law solved correctly, and the field has one sign along the channel
ends = np.array([-0.05, 0.05])
for n in (1, 2):
    I = symmetric(n)(0.1)
    E = local_field(I, ends, n)
    v = mobility * E / (1 + np.abs(E / Ec) ** n) ** (1 / n)
    assert np.allclose(width * charge(ends) * v, I, rtol=1e-12)
    profile = local_field(-I, np.linspace(-0.05, 0.05, 41), n)
    assert np.all(E > 0) and np.all(profile < 0)
    print(f"n={n}, V=100 mV: I {I*1e6:.3f} uA, field source/drain "
          f"{E[0]*1e-5:.3f}/{E[1]*1e-5:.3f} kV/cm")

# Integrated current for n = 1, both bias schemes and both signs
for V in (-0.08, -0.01, 0.01, 0.08):
    for scheme, a, b in ((symmetric, -V/2, V/2), (grounded, 0.0, V)):
        area = quad(charge, a, b)[0]
        formula = width * mobility / length * area / (1 + abs(V) / Vc)
        assert close(scheme(1)(V), formula, 1e-10)

# Implicit integral relation for other exponents
for n in (1.5, 2, 3):
    for V in (-0.08, 0.08):
        I = symmetric(n)(V)

        def integrand(u):
            drive = width * mobility * charge(u)
            return (drive**n - abs(I / Ec)**n) ** (1 / n)
        assert close(quad(integrand, -V/2, V/2)[0], I * length, 1e-9)

# One-sided second derivatives at zero bias
unit2 = 1e3
limit = 2 * G / Vc
print(f"predicted 2G/Vc {limit*unit2:.4f} mS/V")
left1, right1 = (one_sided_second(symmetric(1), s) for s in (-1, 1))
left2, right2 = (one_sided_second(symmetric(2), s) for s in (-1, 1))
assert close(right1, -limit, 1e-3) and close(left1, limit, 1e-3)
assert max(abs(left2), abs(right2)) < 1e-4 * limit
print(f"n=1 I'' at 0-, 0+: {left1*unit2:.4f}, {right1*unit2:.4f} mS/V")
print(f"n=1 jump: {(right1-left1)*unit2:.4f} mS/V")
print(f"n=2 I'' at 0-, 0+: {left2*unit2:.1e}, {right2*unit2:.1e} mS/V")
common = -width * mobility * c_ox * body_factor / length
for n in (1, 2):
    lo, hi = (one_sided_second(grounded(n), s) for s in (-1, 1))
    step = limit if n == 1 else 0.0
    assert abs(lo - common - step) < 1e-3 * limit
    assert abs(hi - common + step) < 1e-3 * limit
    print(f"source fixed, n={n}: I'' at 0-, 0+ "
          f"{lo*unit2:.4f}, {hi*unit2:.4f} mS/V")
print(f"common part from charge variation {common*unit2:.4f} mS/V")

# Second derivative away from zero
for V in (-0.05, -0.005, -0.001, 0.001, 0.005, 0.05):
    d1 = central_second(symmetric(1), V, 4e-4)
    d2 = central_second(symmetric(2), V, 4e-4)
    if abs(V) < 0.01:
        assert close(d2, -3 * G * V / Vc**2, 2e-3)
    print(f"V {V*1e3:+.0f} mV: I'' n=1 {d1*unit2:+.4f}, "
          f"n=2 {d2*unit2:+.4f} mS/V")

# Other exponents: leading power law of the second derivative
for n in (1.5, 3):
    for V in (-0.005, 0.005):
        found = central_second(symmetric(n), V, abs(V) / 20)
        law = -(n+1) * G * np.sign(V) * abs(V)**(n-1) / Vc**n
        assert close(found, law, 1e-2)  # next order of the expansion
    print(f"n={n}, V=5 mV: I'' {found*unit2:.5f}, "
          f"leading law {law*unit2:.5f} mS/V")

# Third difference across zero: divergence against convergence
third = {}
for n in (1, 2):
    for h in (2e-3, 1e-3):
        third[n, h] = central_third(symmetric(n), h)
        print(f"third difference n={n}, h={h*1e3:.0f} mV: "
              f"{third[n, h]*1e3:.3f} mS/V2")
assert close(third[1, 1e-3] / third[1, 2e-3], 2, 0.02)
assert close(third[2, 1e-3], -3 * G / Vc**2, 1e-3)
print(f"predicted n=2 I''' at 0: {-3*G/Vc**2*1e3:.3f} mS/V2")


def third_harmonic(n, amplitude):
    """Sine coefficient at three times the drive frequency."""
    x, w = np.polynomial.legendre.leggauss(20)
    total = 0.0
    for start in (0.0, np.pi):
        theta = start + 0.5 * np.pi * (x + 1)
        I = np.array([symmetric(n)(amplitude*np.sin(t)) for t in theta])
        total += 0.5 * np.pi * np.sum(w * I * np.sin(3 * theta))
    return total / np.pi


harmonic = {}
for A in (0.01, 0.02):
    h1, h2 = third_harmonic(1, A), third_harmonic(2, A)
    lead1 = 8 * G * A**2 / (15 * np.pi * Vc)
    lead2 = G * A**3 / (8 * Vc**2)
    assert close(h1, lead1 - G * A**3 / (4 * Vc**2), 5e-3)
    assert close(h2, lead2, 5e-3)
    harmonic[A] = (h1, h2)
    print(f"third harmonic, A={A*1e3:.0f} mV: n=1 {h1*1e9:.3f} nA, "
          f"n=2 {h2*1e9:.4f} nA")
    print(f"  leading terms: {lead1*1e9:.3f} nA, {lead2*1e9:.4f} nA; "
          f"ratio n=1/n=2 {h1/h2:.1f}")
growth = np.array(harmonic[0.02]) / np.array(harmonic[0.01])
powers = np.log2(growth)
assert abs(powers[0] - 2) < 0.06 and abs(powers[1] - 3) < 0.01
print(f"power of amplitude: n=1 {powers[0]:.3f}, n=2 {powers[1]:.3f}")

# Shortcut that replaces the local field by V/length
short = G * 0.1 / np.sqrt(1 + (0.1 / Vc)**2)
shift = short / symmetric(2)(0.1) - 1
assert abs(shift) < 1e-3
print(f"mean-field shortcut, n=2, 100 mV: relative error {shift:.1e}")

# Sizes of neglected effects (rough inputs)
R_series = 300.0


def with_resistance(V):
    f = symmetric(1)
    inner = brentq(lambda x: x + R_series * f(x) - V,
                   min(0.3*V, V), max(0.3*V, V), xtol=1e-18, rtol=1e-15)
    return f(inner)


lo, hi = (one_sided_second(with_resistance, s) for s in (-1, 1))
factor = (1 + R_series * G)**3
assert close(hi - lo, -2 * limit / factor, 1e-3)
print(f"series resistance {R_series:.0f} ohm: jump {(hi-lo)*unit2:.4f} "
      f"mS/V, reduced {factor:.3f} times")
q, kT = const.e, const.k * temperature
mass = 0.19 * const.m_e
states = 2 * mass / (np.pi * const.hbar**2)
fill = Q0 / q / states
phi_eff = fill / (1 - np.exp(-fill / kT)) / q
gradient_loss = 1 - 1 / (1 + body_factor * phi_eff / overdrive)
print(f"thermal voltage {kT/q*1e3:.2f} mV, degenerate {phi_eff*1e3:.1f} mV")
print(f"surface-potential gradient smaller by {gradient_loss*100:.1f} %")
v_thermal = np.sqrt(2 * kT / (np.pi * mass))
free_path = 2 * kT / q * mobility / v_thermal
print(f"mean free path {free_path*1e9:.1f} nm, "
      f"over length {free_path/length*100:.1f} %")
cubic = 3 / Vc**2
theta = 0.3
slope = theta / (1 + theta * overdrive)
gate_part = abs(2*slope**2 - 2*slope*body_factor/overdrive) / 4 / cubic
print(f"gate-field mobility ({theta:.1f} /V): {gate_part*100:.1f} % "
      "of n=2 I'''")
surface = 0.9
body_part = (body_factor - 1) / (2 * surface * overdrive) / 4 / cubic
print(f"body-charge curvature: {body_part*100:.2f} % of n=2 I'''")
R_thermal = 1 / (4 * 140.0 * np.sqrt(width * length / np.pi))
heat_part = 1.5 * R_thermal * G / temperature * 2 * Vc**2
print(f"self-heating ({R_thermal:.0f} K/W): {heat_part*100:.1f} % "
      "of n=2 I'''")
V_ox = overdrive + 2 * (body_factor - 1) * surface
F_ox = V_ox / t_ox
barrier = 3.1
wkb = (4 / 3 * np.sqrt(2 * 0.5 * const.m_e) / (const.hbar * q * F_ox)
       * ((q * barrier)**1.5 - (q * (barrier - V_ox))**1.5))
I_gate = Q0 * width * length * 5e13 * np.exp(-wkb)
print(f"oxide field {F_ox*1e-8:.2f} MV/cm, gate tunnelling about "
      f"{I_gate:.0e} A")
print("checks complete")
```

Output:

```
length 180 nm, width 1.0 um
oxide thickness 4.0 nm, overdrive 1.00 V
body factor 1.20, temperature 300 K
mobility 300 cm2/Vs, vsat 1.0e+07 cm/s
channel charge Q0 0.863 uC/cm2
critical field Ec 33.33 kV/cm, Vc 0.600 V
zero-bias conductance G 1.4388 mS
n=1, V=100 mV: I 123.326 uA, field source/drain 5.192/5.974 kV/cm
n=2, V=100 mV: I 141.921 uA, field source/drain 5.233/5.921 kV/cm
predicted 2G/Vc 4.7960 mS/V
n=1 I'' at 0-, 0+: 4.7959, -4.7959 mS/V
n=1 jump: -9.5917 mS/V
n=2 I'' at 0-, 0+: 4.7e-07, -4.7e-07 mS/V
source fixed, n=1: I'' at 0-, 0+ 3.0694, -6.5224 mS/V
source fixed, n=2: I'' at 0-, 0+ -1.7266, -1.7266 mS/V
common part from charge variation -1.7266 mS/V
V -50 mV: I'' n=1 +3.7722, n=2 +0.5898 mS/V
V -5 mV: I'' n=1 +4.6781, n=2 +0.0599 mS/V
V -1 mV: I'' n=1 +4.7721, n=2 +0.0120 mS/V
V +1 mV: I'' n=1 -4.7721, n=2 -0.0120 mS/V
V +5 mV: I'' n=1 -4.6781, n=2 -0.0599 mS/V
V +50 mV: I'' n=1 -3.7722, n=2 -0.5898 mS/V
n=1.5, V=5 mV: I'' -0.54613, leading law -0.54727 mS/V
n=3, V=5 mV: I'' -0.00067, leading law -0.00067 mS/V
third difference n=1, h=2 mV: -2374.214 mS/V2
third difference n=1, h=1 mV: -4772.131 mS/V2
third difference n=2, h=2 mV: -11.990 mS/V2
third difference n=2, h=1 mV: -11.990 mS/V2
predicted n=2 I''' at 0: -11.990 mS/V2
third harmonic, A=10 mV: n=1 39.730 nA, n=2 0.4995 nA
  leading terms: 40.710 nA, 0.4996 nA; ratio n=1/n=2 79.5
third harmonic, A=20 mV: n=1 155.146 nA, n=2 3.9928 nA
  leading terms: 162.839 nA, 3.9967 nA; ratio n=1/n=2 38.9
power of amplitude: n=1 1.965, n=2 2.999
mean-field shortcut, n=2, 100 mV: relative error 1.7e-05
series resistance 300 ohm: jump -3.2689 mS/V, reduced 2.934 times
thermal voltage 25.85 mV, degenerate 46.4 mV
surface-potential gradient smaller by 5.3 %
mean free path 12.6 nm, over length 7.0 %
gate-field mobility (0.3 /V): 1.3 % of n=2 I'''
body-charge curvature: 0.33 % of n=2 I'''
self-heating (7460 K/W): 3.9 % of n=2 I'''
oxide field 3.40 MV/cm, gate tunnelling about 2e-21 A
checks complete
```
